# Donor Levels in Silicon from a Stretched Basis, and Ionization Energies: verification in Python

```python
"""Shallow donor in an ellipsoidal valley: H = -dx^2 - dy^2 - gamma dz^2 - 2/r
(energy unit R* = Ry mt/eps^2, length unit a* = a0 eps/mt, gamma = mt/ml).
Result under test: a stretched hydrogen-like basis, separated by parity and m,
gives silicon bindings near 11.5 meV (2p0) and 6.4 meV (2p+-) for eps = 11.4,
and donor ionization energy = (1s-2p line energy) + (2p binding).
alpha: inverse length of the basis; beta: stretch, z' = z sqrt(beta/gamma).
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq
from scipy.special import eval_genlaguerre, lpmv
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

# rough typical silicon inputs
MT, ML, EPS = 0.19, 0.92, 11.4
GAMMA = MT / ML
RY = const.physical_constants["Rydberg constant times hc in eV"][0] * 1e3
A0 = const.physical_constants["Bohr radius"][0] * 1e9
RSTAR = RY * MT / EPS**2
ASTAR = A0 * EPS / MT

X_LAG, W_LAG = np.polynomial.laguerre.laggauss(40)
C_LEG, W_LEG = np.polynomial.legendre.leggauss(80)


def radial(l, nk, r):
    """Polynomial parts p and q of S = p exp(-r) and dS/dr = q exp(-r)."""
    x = 2 * r
    p, q = [], []
    for k in range(nk):
        norm = np.sqrt(8 * factorial(k) / factorial(k + 2 * l + 2))
        lag = eval_genlaguerre(k, 2 * l + 2, x)
        dlag = -eval_genlaguerre(k - 1, 2 * l + 3, x) if k else 0 * x
        val = norm * x**l * lag
        slope = 2 * norm * (l * x**l / x * lag + x**l * dlag)
        p.append(val)
        q.append(slope - val)
    return np.array(p), np.array(q)


class Block:
    """All alpha = 1 matrix elements for one parity and one m."""

    def __init__(self, first_l, m, nl, nk):
        self.ls = [first_l + 2 * i for i in range(nl)]
        self.m, self.nk = m, nk
        n = nl * nk
        r = X_LAG / 2
        mu = W_LAG * r**2 / 2
        self.grad2, self.dz2 = np.zeros((n, n)), np.zeros((n, n))
        self.inv_r, self.r2 = np.zeros((n, n)), np.zeros((n, n))
        self.overlap_error = 0.0

        def a(l):
            return np.sqrt(abs((l * l - m * m) / (4 * l * l - 1)))

        tab = [radial(l, nk, r) for l in self.ls]
        up = [a(l + 1) * (q - l * p / r) for l, (p, q) in zip(self.ls, tab)]
        down = [a(l) * (q + (l + 1) * p / r)
                for l, (p, q) in zip(self.ls, tab)]
        for i, l in enumerate(self.ls):
            si = slice(i * nk, (i + 1) * nk)
            pi, qi = tab[i]
            self.grad2[si, si] = ((qi * mu) @ qi.T
                                  + l * (l + 1) * (pi * mu / r**2) @ pi.T)
            self.dz2[si, si] = (up[i] * mu) @ up[i].T \
                + (down[i] * mu) @ down[i].T
            err = np.abs((pi * mu) @ pi.T - np.eye(nk)).max()
            self.overlap_error = max(self.overlap_error, err)
            if i + 1 < nl:
                sj = slice((i + 1) * nk, (i + 2) * nk)
                self.dz2[si, sj] = (up[i] * mu) @ down[i + 1].T
                self.dz2[sj, si] = self.dz2[si, sj].T
            for j in range(nl):
                sj = slice(j * nk, (j + 1) * nk)
                pj = tab[j][0]
                self.inv_r[si, sj] = (pi * mu / r) @ pj.T
                self.r2[si, sj] = (pi * mu * r**2) @ pj.T
        self.y = np.array([np.sqrt((2 * l + 1) / 2 * factorial(l - m)
                                   / factorial(l + m)) * lpmv(m, l, C_LEG)
                           for l in self.ls])

    def angular(self, values):
        mat = (self.y * W_LEG * values) @ self.y.T
        return np.kron(mat, np.ones((self.nk, self.nk)))

    def parts(self, gamma, beta):
        kinetic = self.grad2 - (1 - beta) * self.dz2
        shape = 1 / np.sqrt(1 - (1 - gamma / beta) * C_LEG**2)
        return kinetic, 2 * self.inv_r * self.angular(shape)

    def solve(self, gamma, beta=1.0):
        """Binding in R* and the best alpha."""
        t, v = self.parts(gamma, beta)

        def energy(al):
            return eigh(al**2 * t - al * v, eigvals_only=True,
                        subset_by_index=[0, 0])[0]
        best = minimize_scalar(energy, bounds=(0.2, 6), method="bounded",
                               options={"xatol": 1e-4})
        return -best.fun, best.x

    def rms_rho(self, gamma):
        """Root mean square distance from the z axis, unstretched x and y."""
        al = self.solve(gamma)[1]
        t, v = self.parts(gamma, 1.0)
        vec = eigh(al**2 * t - al * v, subset_by_index=[0, 0])[1][:, 0]
        op = self.r2 * self.angular(1 - C_LEG**2) / al**2
        return np.sqrt(vec @ op @ vec)

    def core_matrix(self, gamma, al, radius):
        """Elements of exp(-(r/radius)^2), r the true distance, beta = 1."""
        node, weight = np.polynomial.legendre.leggauss(80)
        rmax = 5 * radius / np.sqrt(gamma)
        r = rmax * (node + 1) / 2
        w = weight * rmax / 2 * r**2
        phi = np.concatenate([
            (al**1.5 * radial(l, self.nk, al * r)[0]
             * np.exp(-al * r))[:, :, None] * self.y[i][None, None, :]
            for i, l in enumerate(self.ls)])
        true_r2 = r[:, None]**2 * (1 - (1 - gamma) * C_LEG[None, :]**2)
        ww = w[:, None] * W_LEG[None, :] * np.exp(-true_r2 / radius**2)
        flat = phi.reshape(phi.shape[0], -1)
        return (flat * ww.ravel()) @ flat.T


def grid_binding(m, even_in_z, rho_max, shift):
    """Finite differences in nm and meV, extrapolated from two grids."""
    hb = const.hbar**2 / (2 * const.m_e) / const.e * 1e21
    coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e12 / EPS
    out = []
    for n in (100, 200):
        h = rho_max / n
        hz = h / 2
        rho = (np.arange(n) + 0.5) * h
        z = (np.arange(n) + 0.5) * hz
        edge = np.arange(1, n) * h
        side = -edge / np.sqrt(rho[:-1] * rho[1:]) / h**2
        a_rho = diags([side, 2 / h**2 + m**2 / rho**2, side], [-1, 0, 1])
        dz = np.full(n, 2.0)
        dz[0] = 1.0 if even_in_z else 3.0
        off = -np.ones(n - 1)
        a_z = diags([off, dz, off], [-1, 0, 1]) / hz**2
        pot = -coulomb / np.sqrt(rho[:, None]**2 + z[None, :]**2)
        ham = (kron(a_rho, identity(n)) * (hb / MT)
               + kron(identity(n), a_z) * (hb / ML) + diags(pot.ravel()))
        out.append(-eigsh(ham.tocsc(), k=1, sigma=shift,
                          return_eigenvectors=False)[0])
    return (4 * out[1] - out[0]) / 3


NL, NK = 8, 12
SECTORS = {"1s": (0, 0), "2p0": (1, 0), "2p+-": (1, 1)}
blocks = {s: Block(l, m, NL, NK) for s, (l, m) in SECTORS.items()}
w, alpha = {}, {}
for s, b in blocks.items():
    assert b.overlap_error < 1e-8
    w[s], alpha[s] = b.solve(GAMMA)

# isotropic limit, reached through a deliberately stretched basis
for s, exact in (("1s", 1.0), ("2p0", 0.25), ("2p+-", 0.25)):
    assert abs(blocks[s].solve(1.0, 0.7)[0] - exact) < 1e-3
assert abs(blocks["2p+-"].rms_rho(1.0)**2 - 24) < 0.05

# the result must not depend on the stretch
other_beta = {s: blocks[s].solve(GAMMA, 0.6)[0] for s in blocks}
for s in blocks:
    assert abs(other_beta[s] / w[s] - 1) < 3e-3

# independent solution on a grid
grid = {"1s": grid_binding(0, True, 32.0, -36.0),
        "2p0": grid_binding(0, False, 57.0, -14.0),
        "2p+-": grid_binding(1, True, 76.0, -8.0)}
for s, tol in (("1s", 5e-3), ("2p0", 3e-3), ("2p+-", 3e-3)):
    assert abs(grid[s] / (w[s] * RSTAR) - 1) < tol
assert abs(w["2p0"] * RSTAR - 11.5) < 0.06
assert abs(w["2p+-"] * RSTAR - 6.4) < 0.06

print(f"masses mt, ml (m_e): {MT}, {ML}; gamma = {GAMMA:.4f}; eps = {EPS}")
print(f"R* = {RSTAR:.3f} meV, a* = {ASTAR:.3f} nm")
print(f"basis: {NL} l values x {NK} radial functions = {NL*NK} per block")
print("Binding (meV) against number of l values, beta = 1:")
for nl in (1, 2, 3, 4, 8):
    row = [Block(l, m, nl, NK).solve(GAMMA)[0] * RSTAR
           for l, m in SECTORS.values()]
    print(f"  {nl} l: 1s {row[0]:.3f}, 2p0 {row[1]:.3f}, 2p+- {row[2]:.3f}")
print("One l value only, best beta:")
for s, (l, m) in SECTORS.items():
    small = Block(l, m, 1, NK)
    fit = minimize_scalar(lambda b: -small.solve(GAMMA, b)[0],
                          bounds=(0.22, 1.3), method="bounded",
                          options={"xatol": 1e-3})
    print(f"  {s}: beta = {fit.x:.3f}, binding {-fit.fun*RSTAR:.3f} meV")
print("Final bindings:")
for s in blocks:
    print(f"  {s}: w = {w[s]:.4f} R*, alpha = {alpha[s]:.2f} /a*, "
          f"{w[s]*RSTAR:.2f} meV; beta=0.6: {other_beta[s]*RSTAR:.2f} meV; "
          f"grid: {grid[s]:.2f} meV")
r117 = RY * MT / 11.7**2
print(f"with eps = 11.7: 2p0 {w['2p0']*r117:.2f} meV, "
      f"2p+- {w['2p+-']*r117:.2f} meV")

# rough two-figure line energies in meV: (1s-2p0, 1s-2p+-)
LINES = {"P": (34.0, 39.0), "As": (42.0, 47.0), "Sb": (31.0, 36.0)}
lam = w["2p+-"] / (w["2p0"] - w["2p+-"])


def ionization(line0, line1):
    """From each line at known eps, their mean, and the eps-free value."""
    e0, e1 = line0 + w["2p0"] * RSTAR, line1 + w["2p+-"] * RSTAR
    return e0, e1, (e0 + e1) / 2, line1 + lam * (line1 - line0)


print(f"model line splitting: {(w['2p0']-w['2p+-'])*RSTAR:.2f} meV; "
      f"lambda = {lam:.3f}")
print("Ionization energies (meV) from rough lines:")
donor = {}
for name, (l0, l1) in LINES.items():
    e0, e1, mean, free = ionization(l0, l1)
    donor[name] = mean
    print(f"  {name}: lines {l0:.0f}, {l1:.0f}; from 2p0 {e0:.1f}, "
          f"from 2p+- {e1:.1f}, mean {mean:.1f}, eps-free {free:.1f}")
print(f"largest rounding error: mean 0.5 -> {0.5:.1f} meV, "
      f"eps-free {0.5*(1+2*lam):.1f} meV")

# central cell: Gaussian attraction tuned to the phosphorus 1s level
CORE_NM = 0.5
core_h = {}
for s, b in blocks.items():
    t, v = b.parts(GAMMA, 1.0)
    al = alpha[s]
    core_h[s] = (al**2 * t - al * v,
                 b.core_matrix(GAMMA, al, CORE_NM / ASTAR))


def core_binding(s, depth):
    h0, wc = core_h[s]
    return -eigh(h0 - depth * wc, eigvals_only=True,
                 subset_by_index=[0, 0])[0]


depth = brentq(lambda d: core_binding("1s", d) - donor["P"] / RSTAR, 0, 300)
cored = {s: core_binding(s, depth) for s in blocks}
moved = {s: (cored[s] - w[s]) * RSTAR for s in blocks}
assert moved["2p0"] < 0.02 * moved["1s"]
assert moved["2p+-"] < 0.02 * moved["1s"]
print(f"central cell: radius {CORE_NM} nm, depth {depth*RSTAR:.0f} meV")
print(f"  added binding: 1s {moved['1s']:.2f} meV, 2p0 "
      f"{moved['2p0']:.4f} meV, 2p+- {moved['2p+-']:.4f} meV")

# extraction tested on lines generated with the central cell present
syn = [(cored["1s"] - cored[s]) * RSTAR for s in ("2p0", "2p+-")]
found = ionization(*syn)
truth = cored["1s"] * RSTAR
assert max(abs(e - truth) for e in found) < 0.3
# same lines on another energy scale: only the eps-free route may be trusted
scale = r117 / RSTAR
found2 = ionization(syn[0] * scale, syn[1] * scale)
assert abs(found2[3] - truth * scale) < 0.3
assert abs(found2[0] - truth * scale) > 0.4
print(f"synthetic test: true {truth:.2f}, from 2p0 {found[0]:.2f}, "
      f"from 2p+- {found[1]:.2f}, eps-free {found[3]:.2f} meV")
print(f"  lines made with eps 11.7, read with 11.4: true {truth*scale:.2f}, "
      f"from 2p0 {found2[0]:.2f}, eps-free {found2[3]:.2f} meV")

# sizes of neglected effects
gap = donor["P"] - w["1s"] * RSTAR
print(f"P: estimated gap to upper 1s levels {gap:.1f} meV")
for temp in (10, 77):
    kt = const.k * temp / const.e * 1e3
    print(f"  {temp} K: kT = {kt:.2f} meV, population of 5 upper levels "
          f"relative to ground {5*np.exp(-gap/kt):.1e}")
DENSITY = 1e15
spacing = DENSITY**(-1 / 3) * 1e7
size = blocks["2p+-"].rms_rho(GAMMA) * ASTAR
field = const.e / (4 * np.pi * const.epsilon_0 * EPS) / (spacing * 1e-9)**2
print(f"density {DENSITY:.0e} cm^-3: spacing {spacing:.0f} nm, "
      f"2p+- rms radius across z {size:.1f} nm")
print(f"  field of one charged neighbour {field*1e-8:.2e} MV/cm, "
      f"field x radius {field*size*1e-6:.3f} meV")
print("OK")
```

It prints:

```
masses mt, ml (m_e): 0.19, 0.92; gamma = 0.2065; eps = 11.4
R* = 19.891 meV, a* = 3.175 nm
basis: 8 l values x 12 radial functions = 96 per block
Binding (meV) against number of l values, beta = 1:
  1 l: 1s 30.280, 2p0 10.794, 2p+- 6.172
  2 l: 1s 31.185, 2p0 11.444, 2p+- 6.374
  3 l: 1s 31.227, 2p0 11.493, 2p+- 6.389
  4 l: 1s 31.229, 2p0 11.496, 2p+- 6.390
  8 l: 1s 31.229, 2p0 11.497, 2p+- 6.390
One l value only, best beta:
  1s: beta = 0.628, binding 31.186 meV
  2p0: beta = 0.568, binding 11.475 meV
  2p+-: beta = 0.550, binding 6.383 meV
Final bindings:
  1s: w = 1.5700 R*, alpha = 3.53 /a*, 31.23 meV; beta=0.6: 31.23 meV; grid: 31.29 meV
  2p0: w = 0.5780 R*, alpha = 1.76 /a*, 11.50 meV; beta=0.6: 11.50 meV; grid: 11.50 meV
  2p+-: w = 0.3213 R*, alpha = 1.27 /a*, 6.39 meV; beta=0.6: 6.39 meV; grid: 6.39 meV
with eps = 11.7: 2p0 10.91 meV, 2p+- 6.07 meV
model line splitting: 5.11 meV; lambda = 1.251
Ionization energies (meV) from rough lines:
  P: lines 34, 39; from 2p0 45.5, from 2p+- 45.4, mean 45.4, eps-free 45.3
  As: lines 42, 47; from 2p0 53.5, from 2p+- 53.4, mean 53.4, eps-free 53.3
  Sb: lines 31, 36; from 2p0 42.5, from 2p+- 42.4, mean 42.4, eps-free 42.3
largest rounding error: mean 0.5 -> 0.5 meV, eps-free 1.8 meV
central cell: radius 0.5 nm, depth 491 meV
  added binding: 1s 14.21 meV, 2p0 0.0655 meV, 2p+- 0.0038 meV
synthetic test: true 45.44, from 2p0 45.38, from 2p+- 45.44, eps-free 45.52 meV
  lines made with eps 11.7, read with 11.4: true 43.14, from 2p0 43.66, eps-free 43.21 meV
P: estimated gap to upper 1s levels 14.2 meV
  10 K: kT = 0.86 meV, population of 5 upper levels relative to ground 3.4e-07
  77 K: kT = 6.64 meV, population of 5 upper levels relative to ground 5.9e-01
density 1e+15 cm^-3: spacing 100 nm, 2p+- rms radius across z 13.2 nm
  field of one charged neighbour 1.26e-04 MV/cm, field x radius 0.166 meV
OK
```
